**Untransformed fraction for circular growth from preexisting random nuclei**

For nuclei placed at random with areal density N, all present at time t = 0 and growing in a thin film at speed v until they meet, the expected untransformed fraction is X = exp(−πNv²t²). The program grows grains cell by cell with explicit blocking and asserts that every arrival time agrees with the distance to the nearest nucleus, within the known path error of the grid. It also asserts that simulated Poisson patterns reproduce X at five times, the exposed front length, the mean nearest distance and the slope 2 of ln(−ln X) against ln t. Further assertions cover five nuclei in a periodic square, a square lattice of nuclei, nucleation during growth, finite film thickness and bounds on the arrival times of elliptical grains. For rough values of a seeded amorphous silicon film near 873 K (N = 0.25 µm⁻², v = 0.1 nm/s), the output gives 50% transformation after 2.61 h and 99% after 6.73 h. It also shows that a 5 K temperature error shortens the 50% time by about 18%, while the 50 nm thickness hardly matters. Nuclei on a square lattice would leave 0.307 of the film untransformed at the time when random nuclei leave 0.500.

## Program and output

```python
"""
Result under test: a thin amorphous film with preexisting random nuclei
(areal density N, all present at t = 0), each growing as a circle of radius
v*t until it meets a neighbour, has the expected untransformed fraction
    X(t) = exp(-pi * N * v**2 * t**2).
Symbols: N nuclei per area, v front speed, t time, X untransformed fraction,
I areal nucleation rate during the anneal, h film thickness.
Internal units: nm and s. Material parameters are rough values for
solid-phase crystallization of seeded amorphous silicon near 873 K.
"""
import heapq
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.spatial import cKDTree

rng = np.random.default_rng(20241)

# ---------- example parameters ----------
N_um = 0.25                  # nuclei per square micrometre
N = N_um * 1e-6              # nuclei per square nanometre
v = 0.1                      # nm/s
h = 50.0                     # nm
I_um = 5e-6                  # new nuclei per square micrometre per second
I = I_um * 1e-6
r_start = 2.0                # nm, initial nucleus radius
slow_ratio = 0.8             # slow speed / fast speed of an elliptical grain
T, dT, E_act = 873.0, 5.0, 2.7   # K, K, eV


def X_law(t):
    return math.exp(-math.pi * N * (v * t) ** 2)


def time_to(X):
    return math.sqrt(-math.log(X) / (math.pi * N)) / v


t50, t99 = time_to(0.5), time_to(0.01)
r50 = v * t50

# ---------- growth with explicit impingement on a periodic cell grid ----------
n_cells, n_seeds = 150, 60
hops = [(a, b) for a in range(-3, 4) for b in range(-3, 4)
        if math.gcd(a, b) == 1]
# Hops allow a finite set of directions; this is the worst path lengthening.
stencil = 1 / math.cos(math.atan(1 / 3) / 2)


def ellipse_time(dx, dy, angle, ratio):
    """Travel time at fast speed 1 along angle and slow speed ratio across."""
    along = dx * np.cos(angle) + dy * np.sin(angle)
    across = -dx * np.sin(angle) + dy * np.cos(angle)
    return np.sqrt(along ** 2 + (across / ratio) ** 2)


def grow(seeds, angles, ratio):
    """Each cell is taken once, by the first grain that reaches it."""
    n = n_cells
    costs = [[float(ellipse_time(a, b, g, ratio)) for a, b in hops]
             for g in angles]
    best = [math.inf] * (n * n)
    taken = [False] * (n * n)
    queue = []
    for grain, cell in enumerate(seeds):
        best[cell] = 0.0
        queue.append((0.0, int(cell), grain))
    heapq.heapify(queue)
    while queue:
        now, cell, grain = heapq.heappop(queue)
        if taken[cell]:
            continue
        taken[cell] = True
        x, y = divmod(cell, n)
        for (a, b), cost in zip(hops, costs[grain]):
            target = ((x + a) % n) * n + (y + b) % n
            arrival = now + cost
            if not taken[target] and arrival < best[target]:
                best[target] = arrival
                heapq.heappush(queue, (arrival, target, grain))
    return np.array(best)


seeds = rng.choice(n_cells ** 2, n_seeds, replace=False)
angles = rng.uniform(0, math.pi, n_seeds)
cell_x, cell_y = np.divmod(np.arange(n_cells ** 2), n_cells)
seed_x, seed_y = np.divmod(seeds, n_cells)
half = n_cells // 2
sep_x = (cell_x[:, None] - seed_x + half) % n_cells - half
sep_y = (cell_y[:, None] - seed_y + half) % n_cells - half
nearest = np.sqrt(sep_x ** 2 + sep_y ** 2).min(axis=1)
free_ellipse = ellipse_time(sep_x, sep_y, angles, slow_ratio).min(axis=1)

grown_round = grow(seeds, np.zeros(n_seeds), 1.0)
assert np.all(grown_round >= nearest - 1e-9)
assert np.all(grown_round <= stencil * nearest + 1e-9)
grown_ellipse = grow(seeds, angles, slow_ratio)
assert np.all(grown_ellipse >= free_ellipse - 1e-9)
assert np.all(grown_ellipse <= stencil * nearest / slow_ratio + 1e-9)
grid_time = math.sqrt(math.log(2) * n_cells ** 2 / (math.pi * n_seeds))
X_grown = np.mean(grown_round > grid_time)
X_discs = np.mean(nearest > grid_time)
X_ell_grown = np.mean(grown_ellipse > grid_time)
X_ell_free = np.mean(free_ellipse > grid_time)
X_ell_slow = np.mean(nearest / slow_ratio > grid_time)

# ---------- fixed small number of nuclei in a periodic square ----------
M_small, trials_small = 5, 200000
area_share = math.log(2) / M_small
places = rng.uniform(-0.5, 0.5, (trials_small, M_small, 2))
hit = (places ** 2).sum(axis=2) < area_share / math.pi
X_small_mc = 1 - hit.any(axis=1).mean()
X_small = (1 - area_share) ** M_small
assert abs(X_small_mc - X_small) < 5 * math.sqrt(0.25 / trials_small)
assert abs(X_small_mc - 0.5) > 0.015   # the exponential is not yet reached

# ---------- Poisson patterns: fraction, front length, mean distance ----------
box, n_side, n_boxes, n_arc = 20000.0, 40, 400, 12
ticks = (np.arange(n_side) + 0.5) * box / n_side
gx, gy = np.meshgrid(ticks, ticks, indexing="ij")
probes = np.column_stack([gx.ravel(), gy.ravel()])
window = (probes[:, 0] < box / 2) & (probes[:, 1] < box / 2)
times = np.array([0.5 * t50, t50, 1.5 * t50, 2 * t50, t99])
fractions, fronts, distances, window_X = [], [], [], []
arc = 2 * math.pi * np.arange(n_arc) / n_arc
circle = r50 * np.column_stack([np.cos(arc), np.sin(arc)])
for _ in range(n_boxes):
    nuclei = rng.uniform(0, box, (rng.poisson(N * box ** 2), 2))
    tree = cKDTree(nuclei, boxsize=box)
    dist = tree.query(probes)[0]
    fractions.append([(dist > v * t).mean() for t in times])
    distances.append(dist.mean())
    window_X.append((dist[window] > r50).mean())
    rim = (nuclei[:, None, :] + circle).reshape(-1, 2)
    exposed = tree.query(rim)[0] > r50 * (1 - 1e-9)
    fronts.append(exposed.sum() / n_arc * 2 * math.pi * r50 / box ** 2)


def mean_err(samples):
    samples = np.asarray(samples)
    return samples.mean(axis=0), samples.std(axis=0, ddof=1) / math.sqrt(n_boxes)


X_mc, X_err = mean_err(fractions)
X_formula = np.array([X_law(t) for t in times])
assert np.all(np.abs(X_mc - X_formula) < 4.5 * X_err)
front_mc, front_err = mean_err(fronts)
front = 2 * math.pi * N * r50 * X_law(t50)
assert abs(front_mc - front) < 4.5 * front_err
dist_mc, dist_err = mean_err(distances)
t_mean = 1 / (2 * v * math.sqrt(N))
assert abs(dist_mc - v * t_mean) < 4.5 * dist_err
slope = np.polyfit(np.log(times[:4]), np.log(-np.log(X_mc[:4])), 1)[0]
assert abs(slope - 2) < 0.05           # sampling noise of the patterns
window_scatter = np.std(window_X, ddof=1)

# ---------- time of the fastest transformation ----------
t_peak = 1 / (v * math.sqrt(2 * math.pi * N))
search = minimize_scalar(lambda t: X_law(t + 1) - X_law(t - 1),
                         bounds=(0.1 * t50, 3 * t50), method="bounded",
                         options={"xatol": 1e-3})
assert abs(search.x / t_peak - 1) < 1e-3
rate_peak = -search.fun / 2 * 3600     # fraction per hour

# ---------- nuclei on a square lattice instead of random ones ----------
pitch = 1 / math.sqrt(N)
cell = (np.arange(1000) + 0.5) / 1000 * pitch - pitch / 2
X_lattice = np.mean(cell[:, None] ** 2 + cell ** 2 > r50 ** 2)
assert r50 < pitch / 2
assert abs(X_lattice - (1 - math.pi * N * r50 ** 2)) < 1e-3


# ---------- nucleation during the anneal and finite thickness ----------
def X_nucleating(t, rate):
    return X_law(t) * math.exp(-math.pi * rate * v ** 2 * t ** 3 / 3)


def X_thick(t, thickness):
    def at_height(z):
        return math.exp(-math.pi * N * max(0.0, (v * t) ** 2 - z ** 2))
    return quad(at_height, 0, thickness)[0] / thickness


trials = 400000
disc_area = math.pi * r50 ** 2


def scatter_nuclei(density):
    """Poisson nuclei within r50 of one probe point per trial."""
    count = rng.poisson(density * disc_area * trials)
    return rng.integers(0, trials, count), r50 * np.sqrt(rng.random(count))


tolerance = 5 * math.sqrt(0.25 / trials)
strong_rate = 3 * N / t50
old_id, _ = scatter_nuclei(N)
new_id, new_dist = scatter_nuclei(strong_rate * t50)
birth = rng.uniform(0, t50, len(new_id))
reached = new_id[new_dist < v * (t50 - birth)]
X_nuc_mc = 1 - len(np.union1d(old_id, reached)) / trials
assert abs(X_nuc_mc - X_nucleating(t50, strong_rate)) < tolerance
thick_test = 800.0
height = rng.uniform(0, thick_test, trials)
film_id, film_dist = scatter_nuclei(N)
reached = film_id[film_dist ** 2 + height[film_id] ** 2 < r50 ** 2]
X_thick_mc = 1 - len(np.unique(reached)) / trials
assert abs(X_thick_mc - X_thick(t50, thick_test)) < tolerance
assert X_thick_mc - X_law(t50) > 2 * tolerance

# ---------- temperature error ----------
k_eV = constants.k / constants.e
speed_factor = math.exp(E_act / k_eV * (1 / T - 1 / (T + dT)))

# ---------- printed numbers ----------
print(f"nucleus density N = {N_um} per um^2 = {N:.2e} per nm^2")
print(f"front speed v = {v} nm/s, film thickness h = {h:.0f} nm")
print(f"time to 50% transformed = {t50:.0f} s = {t50/3600:.2f} h")
print(f"time to 99% transformed = {t99:.0f} s = {t99/3600:.2f} h")
print(f"free disc radius at 50% = {r50:.0f} nm, at 99% = {v*t99:.0f} nm")
print(f"time of peak rate = {t_peak:.0f} s, X there = {X_law(t_peak):.4f}")
print(f"peak transformation rate = {rate_peak:.3f} of the area per h")
print(f"mean transformation time = {t_mean:.0f} s")
print(f"mean final grain area = {1/N_um:.2f} um^2")
print("Growth with impingement, one pattern, X at the 50% time of the law:")
print(f"  grown cell by cell {X_grown:.4f}, free discs {X_discs:.4f}")
print(f"  largest path lengthening by the grid = {100*(stencil-1):.2f} %")
print(f"Five nuclei: X simulated {X_small_mc:.4f}, formula {X_small:.4f}")
print(f"Poisson patterns ({n_boxes} boxes of side {box:.0f} nm):")
for t, a, e, f in zip(times, X_mc, X_err, X_formula):
    print(f"  t = {t:6.0f} s: X sim {a:.4f} +- {e:.4f}, law {f:.4f}")
print(f"  front length per area at 50%, sim = {front_mc:.3e} per nm")
print(f"    standard error {front_err:.1e}, formula {front:.3e} per nm")
print(f"  mean nearest distance = {dist_mc:.1f} +- {dist_err:.1f} nm")
print(f"  slope of ln(-ln X) against ln t = {slope:.3f}")
print(f"Square lattice of nuclei: X at t50 = {X_lattice:.4f}")
print("Neglected effects, X at t50 unless stated:")
print(f"  nucleation rate assumed = {I_um:.1e} per um^2 per s")
print(f"    X at t50 = {X_nucleating(t50, I):.4f}")
print(f"    X at t99 = {X_nucleating(t99, I):.5f}")
print(f"    exponent raised at t50 by {100*I*t50/(3*N):.1f} %")
print(f"    exponent raised at t99 by {100*I*t99/(3*N):.1f} %")
print(f"    rate for a 10% rise at t50 = {0.3*N_um/t50:.2e} per um^2 per s")
print(f"  strong nucleation test: sim {X_nuc_mc:.4f}, "
      f"formula {X_nucleating(t50, strong_rate):.4f}")
print(f"  film of {h:.0f} nm: X = {X_thick(t50, h):.5f}")
print(f"  film of {thick_test:.0f} nm: sim {X_thick_mc:.4f}, "
      f"formula {X_thick(t50, thick_test):.4f}")
print(f"  initial radius {r_start:.0f} nm: times earlier by {r_start/v:.0f} s")
print(f"  elliptical grains, slow/fast speed = {slow_ratio}:")
print(f"    bounds on X: {0.5**slow_ratio:.4f} to {0.5**slow_ratio**2:.4f}")
print(f"    one pattern: free ellipses {X_ell_free:.4f}, "
      f"grown {X_ell_grown:.4f}, slow discs {X_ell_slow:.4f}")
print(f"  temperature {T:.0f} K, error +{dT:.0f} K, activation {E_act} eV:")
print(f"    speed factor {speed_factor:.3f}, t50 = {t50/speed_factor:.0f} s")
print(f"  scatter of X between 10 um x 10 um fields = {window_scatter:.3f}")
print("all assertions hold")
```

Output:

```
nucleus density N = 0.25 per um^2 = 2.50e-07 per nm^2
front speed v = 0.1 nm/s, film thickness h = 50 nm
time to 50% transformed = 9394 s = 2.61 h
time to 99% transformed = 24215 s = 6.73 h
free disc radius at 50% = 939 nm, at 99% = 2421 nm
time of peak rate = 7979 s, X there = 0.6065
peak transformation rate = 0.274 of the area per h
mean transformation time = 10000 s
mean final grain area = 4.00 um^2
Growth with impingement, one pattern, X at the 50% time of the law:
  grown cell by cell 0.5235, free discs 0.5132
  largest path lengthening by the grid = 1.31 %
Five nuclei: X simulated 0.4745, formula 0.4742
Poisson patterns (400 boxes of side 20000 nm):
  t =   4697 s: X sim 0.8419 +- 0.0008, law 0.8409
  t =   9394 s: X sim 0.5025 +- 0.0020, law 0.5000
  t =  14092 s: X sim 0.2124 +- 0.0021, law 0.2102
  t =  18789 s: X sim 0.0631 +- 0.0013, law 0.0625
  t =  24215 s: X sim 0.0100 +- 0.0005, law 0.0100
  front length per area at 50%, sim = 7.360e-04 per nm
    standard error 2.3e-06, formula 7.378e-04 per nm
  mean nearest distance = 1002.6 +- 3.0 nm
  slope of ln(-ln X) against ln t = 2.002
Square lattice of nuclei: X at t50 = 0.3068
Neglected effects, X at t50 unless stated:
  nucleation rate assumed = 5.0e-06 per um^2 per s
    X at t50 = 0.4788
    X at t99 = 0.00475
    exponent raised at t50 by 6.3 %
    exponent raised at t99 by 16.1 %
    rate for a 10% rise at t50 = 7.98e-06 per um^2 per s
  strong nucleation test: sim 0.2501, formula 0.2500
  film of 50 nm: X = 0.50033
  film of 800 nm: sim 0.5981, formula 0.5981
  initial radius 2 nm: times earlier by 20 s
  elliptical grains, slow/fast speed = 0.8:
    bounds on X: 0.5743 to 0.6417
    one pattern: free ellipses 0.5839, grown 0.5864, slow discs 0.6486
  temperature 873 K, error +5 K, activation 2.7 eV:
    speed factor 1.227, t50 = 7658 s
  scatter of X between 10 um x 10 um fields = 0.067
all assertions hold
```
